# A metal-insulator transition in GeSb2Te4 without band-gap closure: test program

```python
"""Anderson insulator versus band insulator on a simple cubic lattice.

Result under test: uniform site disorder of full width W can suppress
transmission exponentially while the density of states n(E) stays positive.
HOP is the hopping strength t (eV), Z the number of neighbours, G the Green
function, and Sigma the self-energy of one site due to all other sites.
Exact average: n(E) = Prob(|E - Sigma| <= W/2) / W.
Lower bound: n(E) >= [1 - 2 Z^2 t^2/(W(W/2-|E|))]/W.
For 0<s<1, A=(2/W)^s/(1-s), b=t^s A and g=(Z-1)b<1, the mean of T^(s/2)
is at most (2t)^s L^2 A Z/(Z-1) g^(L-1)/(1-g) for a cube of side L.
T is the transmission at E=0, per spin, with one chain lead per face site.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csc_matrix, diags
from scipy.sparse.linalg import eigsh

HOP = 0.10
SPACING = 3.0
Z = 6
W_METAL, W_LOCAL, W_PROOF = 0.8, 3.0, 20.0
DELTA = 0.2
rng = np.random.default_rng(71423)


def line_links(n, periodic):
    links = np.eye(n, k=1) + np.eye(n, k=-1)
    if periodic:
        links[0, -1] = links[-1, 0] = 1.0
    return links


def plane_hopping(n, periodic=True):
    links, one = line_links(n, periodic), np.eye(n)
    return -HOP * (np.kron(links, one) + np.kron(one, links))


def cube_hopping(n, periodic_z=True):
    return (np.kron(np.eye(n), plane_hopping(n))
            - HOP * np.kron(line_links(n, periodic_z), np.eye(n * n)))


def dos_from_levels(width, energies, side=6, samples=250):
    """Eigenvalue count per site and eV in windows of half-width HOP."""
    hopping = cube_hopping(side)
    counts = np.zeros(len(energies))
    for _ in range(samples):
        site = rng.uniform(-width / 2, width / 2, side**3)
        levels = np.linalg.eigvalsh(hopping + np.diag(site))
        for k, energy in enumerate(energies):
            counts[k] += np.sum(np.abs(levels - energy) < HOP)
    return counts / (samples * side**3 * 2 * HOP)


def site_self_energies(width, energy, side=6, samples=250):
    hopping = cube_hopping(side)
    values = []
    for _ in range(samples):
        site = rng.uniform(-width / 2, width / 2, side**3)
        green = np.linalg.inv(energy * np.eye(side**3)
                              - hopping - np.diag(site))
        values.append(energy - site - 1 / np.diag(green))
    return np.concatenate(values)


def transmission(site):
    """site has shape (samples, layers, sites per layer); energy is zero."""
    samples, layers, area = site.shape
    hopping = plane_hopping(int(round(np.sqrt(area))))
    diagonal = np.arange(area)
    lead = -1j * HOP
    green = across = None
    for layer in range(layers):
        matrix = np.repeat((-hopping + 0j)[None], samples, axis=0)
        matrix[:, diagonal, diagonal] -= site[:, layer]
        if layer == 0:
            matrix[:, diagonal, diagonal] -= lead
        else:
            matrix -= HOP**2 * green
        if layer == layers - 1:
            matrix[:, diagonal, diagonal] -= lead
        green = np.linalg.inv(matrix)
        across = green if layer == 0 else -HOP * (across @ green)
    return (2 * HOP)**2 * np.sum(np.abs(across)**2, axis=(1, 2))


def participation(width, side, samples):
    """Mean number of occupied sites, nearest fortieth of levels to E=0."""
    hopping, values = csc_matrix(cube_hopping(side)), []
    for _ in range(samples):
        site = rng.uniform(-width / 2, width / 2, side**3)
        _, states = eigsh(hopping + diags(site, format="csc"),
                          k=side**3 // 40, sigma=0.0, v0=np.ones(side**3))
        values.extend(1 / np.sum(states**4, axis=0))
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(len(values))


def staggered(layers, side):
    z, x, y = np.indices((layers, side, side))
    return (DELTA * (-1.0)**(x + y + z)).reshape(1, layers, side**2)


print(f"Hopping t = {HOP:.2f} eV; lattice spacing = {SPACING:.1f} angstrom")
print(f"Disorder W: weak {W_METAL:.1f} eV, strong {W_LOCAL:.1f} eV")

# Density of states: eigenvalue counts against the isolated-site average.
dos_center = {}
for width in (W_METAL, W_LOCAL):
    energies = (0.0, width / 4)
    counted = dos_from_levels(width, energies)
    for energy, direct in zip(energies, counted):
        sigma = site_self_energies(width, energy)
        cavity = np.mean(np.abs(energy - sigma) <= width / 2) / width
        assert abs(cavity / direct - 1) < 0.06  # sampling and window error
        assert direct < 1.04 / width           # sampling error
        print(f"W={width:.1f} eV, E={energy:.2f} eV: DOS from levels "
              f"{direct:.3f}, from Sigma {cavity:.3f} per eV per site")
        if energy == 0:
            dos_center[width] = direct
        if width == W_LOCAL:
            for cutoff in (width / 4, width / 2, width):
                tail = np.mean(np.abs(sigma) > cutoff)
                assert tail <= 2 * Z**2 * HOP**2 / (width * cutoff)
            lower = (1 - 2 * Z**2 * HOP**2
                     / (width * (width / 2 - abs(energy)))) / width
            assert 0 < lower < direct
            print(f"  proved lower bound: {lower:.3f} per eV per site")
hartree = physical_constants["Hartree energy in eV"][0]
print(f"Strong-disorder DOS at E=0: {dos_center[W_LOCAL]*hartree:.2f} "
      "per hartree per site")
print(f"Strong-disorder DOS at E=0: {dos_center[W_LOCAL]/SPACING**3:.5f} "
      "per eV per cubic angstrom")
print(f"DOS ratio strong/weak at E=0: "
      f"{dos_center[W_LOCAL]/dos_center[W_METAL]:.3f}")

# Length of the large-response set and volume of allowed differences.
random_matrix = rng.normal(size=(Z, Z))
poles, vectors = np.linalg.eigh((random_matrix + random_matrix.T) / 2)
weights = (np.ones(Z) / np.sqrt(Z) @ vectors)**2
shift = np.linspace(-40, 40, 1000001) + 1.234e-6
response = sum(w / (shift + p) for w, p in zip(weights, poles))
measured_length = np.mean(np.abs(response) > 0.5) * 80
assert abs(measured_length - 2 / 0.5) < 0.003
differences = rng.uniform(-1, 1, (300000, Z - 1))
span = (np.maximum(0, differences.max(axis=1))
        - np.minimum(0, differences.min(axis=1)))
volume = 2**(Z - 1) * np.mean(span <= 1)
assert abs(volume / Z - 1) < 0.025

# Flux conservation checks the layer recursion by a separate dense inverse.
side = 4
site = rng.uniform(-W_METAL / 2, W_METAL / 2, (1, side, side**2))
hamiltonian = cube_hopping(side, False) + np.diag(site.ravel())
contacts = np.zeros(side**3, complex)
contacts[:side**2] += -1j * HOP
contacts[-side**2:] += -1j * HOP
dense_green = np.linalg.inv(-hamiltonian - np.diag(contacts))
reflection = (-np.eye(side**2)
              + 2j * HOP * dense_green[:side**2, :side**2])
flux_transmission = side**2 - np.sum(np.abs(reflection)**2)
assert np.isclose(transmission(site)[0], flux_transmission, rtol=1e-8)

# Size dependence of typical transmission.
sizes, sample_counts = (4, 6, 8, 10), (300, 200, 150, 100)
for width in (W_METAL, W_LOCAL):
    means, errors = [], []
    for side, samples in zip(sizes, sample_counts):
        site = rng.uniform(-width / 2, width / 2,
                           (samples, side, side**2))
        logs = np.log(transmission(site))
        means.append(logs.mean())
        errors.append(logs.std(ddof=1) / np.sqrt(samples))
        print(f"W={width:.1f} eV, L={side}: typical T={np.exp(means[-1]):.3e}"
              f", standard error of mean ln T={errors[-1]:.3f}")
    change = means[-1] - means[0]
    uncertainty = np.hypot(errors[0], errors[-1])
    if width == W_METAL:
        assert change > 5 * uncertainty
    else:
        assert change < -5 * uncertainty

# Spatial extent near E=0, in cubes wider than the localized states' cores.
for width, samples in ((W_METAL, (20, 3)), (W_LOCAL, (120, 16))):
    small, small_error = participation(width, 7, samples[0])
    large, large_error = participation(width, 11, samples[1])
    print(f"W={width:.1f} eV: participation number L=7 {small:.2f} "
          f"(error {small_error:.2f}), L=11 {large:.2f} "
          f"(error {large_error:.2f}) sites")
    if width == W_METAL:
        assert large / small > 2.5
    else:
        assert large / small < 1.25

# Fractional average, site-removal identity and self-avoiding-walk bound.
power, test_width = 0.4, 1.0
amplitude = (2 / test_width)**power / (1 - power)
for center in (0.0, 0.3, 0.2 + 0.1j):
    average = quad(lambda e: abs(e - center)**(-power) / test_width,
                   -test_width / 2, test_width / 2,
                   points=[np.real(center)], limit=200)[0]
    assert average <= amplitude * (1 + 1e-5)
    if center == 0:
        assert np.isclose(average, amplitude, rtol=1e-5)
grid = plane_hopping(3, periodic=False)
site = rng.uniform(-test_width / 2, test_width / 2, (30000, 9))
matrices = np.repeat((-grid)[None], len(site), axis=0)
matrices[:, np.arange(9), np.arange(9)] -= site
greens = np.linalg.inv(matrices)
removed = np.linalg.inv(matrices[0, 1:, 1:])
rebuilt = greens[0, 0, 0] * (grid[0, 1:] @ removed[:, -1])
assert np.isclose(greens[0, 0, 8], rebuilt, rtol=1e-7)


def walk_sum(position, visited, step_factor):
    if position == 8:
        return 1.0
    return sum(step_factor * walk_sum(k, visited | {k}, step_factor)
               for k in np.flatnonzero(grid[position]) if k not in visited)


walk_bound = amplitude * walk_sum(0, {0}, HOP**power * amplitude)
walk_mean = np.mean(np.abs(greens[:, 0, 8])**power)
assert walk_mean < walk_bound
print(f"3x3 grid, W={test_width:.1f} eV, s={power:.1f}: mean |G|^s "
      f"{walk_mean:.3f}, walk bound {walk_bound:.3f} eV^-s")

# Sufficient disorder for the proof and its transmission bound.
threshold = brentq(lambda w: w - 2 * np.e * (Z - 1) * HOP
                   * np.log(w / (2 * HOP)), 20 * HOP, 500 * HOP)
best = minimize_scalar(lambda s: (Z - 1) * (2 * HOP / threshold)**s / (1 - s),
                       bounds=(0.01, 0.99), method="bounded")
assert abs(best.fun - 1) < 1e-6
print(f"Sufficient disorder for proof: W > {threshold:.2f} eV")
s_value = 1 - 1 / np.log(W_PROOF / (2 * HOP))
amplitude = (2 / W_PROOF)**s_value / (1 - s_value)
decay = (Z - 1) * HOP**s_value * amplitude
assert decay < 1
print(f"Proof case W={W_PROOF:.1f} eV: s={s_value:.3f}, g={decay:.3f}")
proof_dos = (1 - 4 * Z**2 * HOP**2 / W_PROOF**2) / W_PROOF
print(f"Proof case: DOS at E=0 at least {proof_dos:.4f} per eV per site")


def moment_bound(side):
    return ((2 * HOP)**s_value * side**2 * amplitude * Z / (Z - 1)
            * decay**(side - 1) / (1 - decay))


for side in (4, 6, 8):
    site = rng.uniform(-W_PROOF / 2, W_PROOF / 2, (150, side, side**2))
    moment = np.mean(transmission(site)**(s_value / 2))
    assert moment < moment_bound(side)
    print(f"Proof case L={side}: mean T^(s/2)={moment:.3e}, "
          f"bound={moment_bound(side):.3e}")
print(f"Proof case L=40: bound on mean T^(s/2)={moment_bound(40):.3e}")

# Ordered band insulator: gap and evanescent transmission.
levels = np.linalg.eigvalsh(cube_hopping(6)
                            + np.diag(staggered(6, 6).ravel()))
gap = levels[levels > 0].min() - levels[levels < 0].max()
assert np.isclose(gap, 2 * DELTA, rtol=1e-9)
kappa = np.arcsinh(DELTA / (2 * HOP))
ratio = transmission(staggered(32, 4))[0] / transmission(staggered(30, 4))[0]
assert np.isclose(ratio, np.exp(-4 * kappa), rtol=0.01)
print(f"Band insulator: Delta={DELTA:.1f} eV, gap={gap:.3f} eV")
print(f"Band insulator: decay constant kappa={kappa:.4f} per lattice spacing")
print(f"Band insulator: T(32)/T(30)={ratio:.5f}, "
      f"predicted {np.exp(-4*kappa):.5f}")
ordered = [transmission(staggered(side, side))[0] for side in sizes]
assert np.all(np.diff(ordered) < 0)
for side, value in zip(sizes, ordered):
    print(f"Band insulator, L={side}: T={value:.3e}")

print("ALL CHECKS PASSED")
```

It prints:

```
Hopping t = 0.10 eV; lattice spacing = 3.0 angstrom
Disorder W: weak 0.8 eV, strong 3.0 eV
W=0.8 eV, E=0.00 eV: DOS from levels 0.955, from Sigma 0.960 per eV per site
W=0.8 eV, E=0.20 eV: DOS from levels 0.923, from Sigma 0.928 per eV per site
W=3.0 eV, E=0.00 eV: DOS from levels 0.324, from Sigma 0.325 per eV per site
  proved lower bound: 0.280 per eV per site
W=3.0 eV, E=0.75 eV: DOS from levels 0.323, from Sigma 0.322 per eV per site
  proved lower bound: 0.227 per eV per site
Strong-disorder DOS at E=0: 8.82 per hartree per site
Strong-disorder DOS at E=0: 0.01200 per eV per cubic angstrom
DOS ratio strong/weak at E=0: 0.339
W=0.8 eV, L=4: typical T=1.691e+00, standard error of mean ln T=0.016
W=0.8 eV, L=6: typical T=2.576e+00, standard error of mean ln T=0.014
W=0.8 eV, L=8: typical T=3.368e+00, standard error of mean ln T=0.012
W=0.8 eV, L=10: typical T=4.168e+00, standard error of mean ln T=0.012
W=3.0 eV, L=4: typical T=9.808e-03, standard error of mean ln T=0.119
W=3.0 eV, L=6: typical T=3.311e-03, standard error of mean ln T=0.168
W=3.0 eV, L=8: typical T=3.760e-04, standard error of mean ln T=0.214
W=3.0 eV, L=10: typical T=8.708e-05, standard error of mean ln T=0.311
W=0.8 eV: participation number L=7 74.41 (error 0.98), L=11 253.63 (error 3.44) sites
W=3.0 eV: participation number L=7 4.42 (error 0.09), L=11 4.91 (error 0.14) sites
3x3 grid, W=1.0 eV, s=0.4: mean |G|^s 1.138, walk bound 13.233 eV^-s
Sufficient disorder for proof: W > 10.86 eV
Proof case W=20.0 eV: s=0.783, g=0.626
Proof case: DOS at E=0 at least 0.0498 per eV per site
Proof case L=4: mean T^(s/2)=2.573e-03, bound=2.711e+00
Proof case L=6: mean T^(s/2)=6.653e-05, bound=2.389e+00
Proof case L=8: mean T^(s/2)=3.496e-06, bound=1.664e+00
Proof case L=40: bound on mean T^(s/2)=1.281e-05
Band insulator: Delta=0.2 eV, gap=0.400 eV
Band insulator: decay constant kappa=0.8814 per lattice spacing
Band insulator: T(32)/T(30)=0.02944, predicted 0.02944
Band insulator, L=4: T=2.643e-02
Band insulator, L=6: T=1.559e-03
Band insulator, L=8: T=7.201e-05
Band insulator, L=10: T=3.049e-06
ALL CHECKS PASSED
```
